# Why Starting Above the Critical Temperature Does Not Prevent Liquid During Venting

**Q.** I dry wafers with fine patterns in carbon dioxide. The chamber is at 40 °C and 100 bar, above both the critical temperature and the critical pressure. There is no liquid surface when I open the valve, so no capillary force can appear during the vent. Is that not the whole point of the method?

**A.** It holds if the fluid stays at 40 °C throughout. A vapour and a liquid can coexist in equilibrium only below \(T_c\), so an isothermal vent above \(T_c\) meets no meniscus. Your argument, however, uses the temperature at the start. What happens to the temperature of the fluid that remains in the chamber?

**Q.** The valve throttles the gas, so I expect cooling in the exhaust line. Why should the chamber cool?

**A.** Because the remaining fluid does work in pushing the rest out. Let the chamber volume \(V\) hold \(N\) moles of well-mixed fluid with molar energy \(u\), enthalpy \(h=u+Pv\) and volume \(v=V/N\). Without heat supply, and with negligible kinetic energy inside, the energy balance is

\[
d(Nu)=h\,dN\;\Rightarrow\; N\,du=(h-u)\,dN=Pv\,dN .
\]

Since \(V\) is fixed, \(dN/N=-dv/v\), so \(du=-P\,dv\). Then \(T\,ds=du+P\,dv=0\): the remaining fluid follows an isentrope. The valve does not enter this balance; its irreversibility lies downstream.

**Q.** Cooling alone does not prove condensation. The density falls too, and a thin gas can be cold without being wet.

**A.** So we must compare two curves, and for that we need a model. Take the van der Waals fluid,

\[
P=\frac{RT}{v-b}-\frac{a}{v^2}.
\]

At the critical point the first and second volume derivatives of \(P\) vanish:

\[
\frac{RT}{(v-b)^2}=\frac{2a}{v^3},\qquad \frac{2RT}{(v-b)^3}=\frac{6a}{v^4}.
\]

Dividing the first by the second gives \((v-b)/2=v/3\). Hence \(v_c=3b\), \(RT_c=8a/27b\) and \(P_c=a/27b^2\).

For the entropy, \((\partial u/\partial v)_T=T(\partial P/\partial T)_v-P=a/v^2\). The heat capacity \(c_v=cR\) is therefore independent of volume, and I take it as constant in temperature. Then

\[
ds=\frac{du+P\,dv}{T}=cR\frac{dT}{T}+R\frac{dv}{v-b},
\]

and an isentrope obeys \(T(v-b)^{1/c}=\text{const}\). Counting entropy from the critical point,

\[
\frac{s-s_c}{R}=c\ln\frac{T}{T_c}+\ln\frac{v-b}{2b}.
\]

**Q.** And the other curve, the edge of the two-phase region?

**A.** It can be found in closed parametric form. Use \(t=RTb/a\), \(p=Pb^2/a\), \(n=b/v\), with subscripts l and g for liquid and vapour, and set \(w=n/(1-n)=b/(v-b)\). Then \(p=tw-n^2\). At one temperature the entropy difference is \(R\ln(w_l/w_g)\). Call it \(2yR\), and write \(w_l=fe^{y}\), \(w_g=fe^{-y}\), which defines \(f\).

Equal pressures require \(t(w_l-w_g)=n_l^2-n_g^2\). Because \(w_l-w_g=(n_l-n_g)/[(1-n_l)(1-n_g)]\),

\[
t=(n_l+n_g)(1-n_l)(1-n_g).
\]

Putting this into \(p=tn_l/(1-n_l)-n_l^2\) gives

\[
p=n_l\big[(n_l+n_g)(1-n_g)-n_l\big]=n_ln_g(1-n_l-n_g).
\]

Equal chemical potentials mean that \(p(1/n_g-1/n_l)\) equals the area under the isotherm, \(2yt-(n_l-n_g)\). With the expression for \(p\), the left side is \((1-n_l-n_g)(n_l-n_g)\), so

\[
2yt=(n_l-n_g)(2-n_l-n_g).
\]

Insert \(t\) and divide by \((1-n_l)(1-n_g)\):

\[
2y(n_l+n_g)=(w_l-w_g)(2-n_l-n_g).
\]

Now \(n=w/(1+w)\). With \(D=(1+w_l)(1+w_g)\),

\[
n_l+n_g=\frac{2f(\cosh y+f)}{D},\qquad 2-n_l-n_g=\frac{2(1+f\cosh y)}{D},
\]

and \(w_l-w_g=2f\sinh y\). Cancelling \(4f/D\) leaves \(y(\cosh y+f)=\sinh y\,(1+f\cosh y)\), or

\[
f=\frac{y\cosh y-\sinh y}{\sinh y\cosh y-y}.
\]

Each \(y>0\) gives one coexisting pair; \(y\to0\) is the critical point.

**Q.** What does this curve look like near the critical point?

**A.** For small \(y\) the numerator is \(y^3/3\) and the denominator \(2y^3/3\), so \(f=\tfrac12+O(y^2)\). Then \(w\approx\tfrac12(1\pm y)\). Since \(dn/dw=1/(1+w)^2=4/9\), \(n\approx\tfrac13(1\pm\tfrac23y)\). With \(\phi=v/v_c-1\), this means \(\phi\approx\mp\tfrac23y\), the upper sign for liquid.

For the temperature, the formulas above give \(t=2f(\cosh y+f)/D^2\) with \(D=1+2f\cosh y+f^2\). At \(y=0\) this is \(2f/(1+f)^3\), which is stationary at \(f=\tfrac12\), so the \(y^2\) correction to \(f\) does not contribute at order \(y^2\). Using \(\cosh y\approx1+y^2/2\),

\[
t\approx\frac{\tfrac32+\tfrac12y^2}{(\tfrac94+\tfrac12y^2)^2}
\approx\frac{8}{27}\Big(1+\frac{y^2}{3}-\frac{4y^2}{9}\Big)
=\frac{8}{27}\Big(1-\frac{y^2}{9}\Big).
\]

Thus the boundary is \(1-T/T_c\approx\phi^2/4\): a dome with a flat top.

**Q.** And the isentrope is not flat there?

**A.** No, it slopes. Start at \(T/T_c=1+\varepsilon\), \(\phi=\phi_0\), both deviations small. Since \(v-b=b(2+3\phi)\),

\[
\frac{T}{T_c}=(1+\varepsilon)\Big(\frac{2+3\phi_0}{2+3\phi}\Big)^{1/c}\approx1+\varepsilon-k(\phi-\phi_0),\qquad k=\frac{3}{2c}.
\]

Setting this equal to \(1-\phi^2/4\), and noting that the quadratic term is of second order, gives the entry point

\[
\phi_e\approx\phi_0+\frac{\varepsilon}{k}.
\]

A falling line must pass under a flat top. In this model, a start close enough to the critical point enters the two-phase region for any finite \(c\).

With \(c=3.5\), \(k=0.4286\). For \(\varepsilon=0.01\), \(\phi_0=0.005\) the law gives \(\phi_e=0.0283\), against 0.0293 from the full curves. With both deviations ten times smaller the values are 0.00283 and 0.00284, so the relative error shrinks as a leading-order law requires.

**Q.** On which side does it enter?

**A.** To the same order, \((s_0-s_c)/R=c\varepsilon+\tfrac32\phi_0=\tfrac32\phi_e\). If the starting entropy is below critical, the fluid enters from the liquid side and boils: the dense fluid itself becomes the liquid, and vapour opens a surface in it. If it is above critical, the fluid enters from the vapour side and droplets condense.

**Q.** Then I could start further away and miss the dome.

**A.** You can postpone the entry, but for a fluid like this one the model does not let you avoid it indefinitely. Along the vapour boundary,

\[
\frac{ds_g}{dT}=\frac{R}{T}\,(c-L),\qquad L=-\frac{d\ln(v_g-b)}{d\ln T}.
\]

Near \(T_c\), \(v_g-v_c\) varies as the square root of \(T_c-T\), so \(L\to\infty\). At low temperature \(\ln(v_g-b)\approx a/(bRT)\), so \(L\approx a/(bRT)\), which also grows without limit. Between them the computed minimum is \(c^*=4.96\), near 220 K for the CO2 parameters. Our \(c=3.5\) lies below it, so \(s_g\) rises steadily from \(s_c\) to infinity as \(T\) falls. On the other branch \(v_l\) shrinks on cooling, as the computed curve shows, so \(s_l\) falls from \(s_c\) without limit. Each isentrope from the single-phase region above \(T_c\) therefore enters once.

The practical condition concerns the end of the vent. Down to a pressure \(P_{\rm end}\), an adiabatic vent is liquid-free if

\[
s_0\ge s_g(P_{\rm end}).
\]

It is a condition on entropy, hence on starting temperature and pressure together.

**Q.** Put in my numbers.

**A.** I use rough CO2 values, \(T_c=304\) K, \(P_c=74\) bar and \(c=3.5\), which give \(b=RT_c/8P_c=42.7\) cm³/mol. At 40 °C (313.15 K) and 100 bar the model gives \(v_0=0.706\,v_c\), so

\[
\frac{s_0-s_c}{R}=3.5\ln\frac{313.15}{304}+\ln\frac{3(0.706)-1}{2}\approx0.104-0.582\approx-0.48 .
\]

The isentrope meets the dome at \(v=0.777\,v_c\):

\[
T=313.15\Big(\frac{3(0.706)-1}{3(0.777)-1}\Big)^{1/3.5}\approx298\ \text{K},
\]

at 68 bar. A drop of 15 K has brought you to the boiling boundary.

Keep 40 °C but start at 80 bar. Now \(v_0=1.227\,v_c\) and \((s_0-s_c)/R=+0.40\), and the fluid enters from the vapour side at 297 K and 67.5 bar. The same starting temperature gives boiling in one case and condensation in the other.

The linear law predicts \(\phi_e=-0.223\) and \(+0.297\) for these starts, against \(-0.223\) and \(+0.407\). The second figure shows that they lie outside its range, so the close agreement of the first should not be read as its accuracy.

**Q.** How much liquid is that?

**A.** If liquid and vapour leave together in their average proportion, the contents stay on the isentrope. The vapour fraction \(x\) then follows from \(s_0=xs_g+(1-x)s_l\). At 50 bar the 100 bar start holds 62 mol% liquid, filling 31% of the volume; the 80 bar start holds 16 mol% in 5% of the volume. At 20 bar the figures are 43 mol% in 6%, and 19 mol% in 2%. If liquid settles and mainly vapour leaves, these fractions change, but the entry point does not.

**Q.** Could a quick vent outrun the formation of the second phase?

**A.** A uniform fluid can persist for a while inside the dome, but not beyond the spinodal, where \((\partial P/\partial v)_T=0\). There \(RT=2a(v-b)^2/v^3\). The entropy along this curve is largest when

\[
c\Big(\frac{2}{v-b}-\frac3v\Big)+\frac1{v-b}=0
\;\Rightarrow\; v=\frac{3cb}{c-1}=4.2\,b ,
\]

where \((s-s_c)/R=0.23\). An isentrope from above \(T_c\) with less entropy than this must cross the spinodal; one with more does not. Starts near the critical point have \(s_0\approx s_c\) and do cross.

Your 100 bar start, at \(-0.48\), reaches the spinodal at 292 K and 60 bar if it has not boiled before. The 80 bar start, at \(+0.40\), misses it and needs nuclei. If it stayed uncondensed to 30 bar, its pressure would be 1.5 times the saturation pressure at its own temperature. Whether droplets form in time then depends on surfaces, particles and vent rate, which this model does not contain. Nor is the miss itself certain for real CO2: with the Peng–Robinson equation, used below, a uniform fluid from the same start does reach the spinodal.

**Q.** Would CO2 liquid hurt my patterns? Its surface tension is tiny near the critical point.

**A.** It grows as the fluid cools. When a perfectly wetting liquid advances by \(dx\) in a gap of width \(d\), it covers two walls and lowers the surface energy by \(2\gamma\,dx\) per unit depth, while the volume filled is \(d\,dx\). The capillary pressure is therefore \(2\gamma/d\).

With the rough law \(\gamma=80\) mN/m \(\times(1-T/T_c)^{1.26}\) and saturation temperatures from the Peng–Robinson equation, a 20 nm gap has 2.1 bar at 50 bar and 8.3 bar at 20 bar. Water, at roughly 72 mN/m, would give 72 bar. The load is much smaller than with water, but it is not zero. Whether a line collapses depends on its height, width and stiffness.

**Q.** How far can I trust van der Waals for real CO2?

**A.** For the entry itself, reasonably; for temperatures far below \(T_c\), poorly. With the same starts and ideal-gas heat capacity, Peng–Robinson gives entry at 302 K and 71 bar from 100 bar, and at 298 K and 65 bar from 80 bar, on the same sides as before. Lowering \(c\) to 3.0 moves the van der Waals entry temperatures by about 1 K or less.

The starting temperature for a liquid-free adiabatic vent is much less certain. From 100 bar down to 5.2 bar, roughly the triple-point pressure, van der Waals asks for 375 K (102 °C) and Peng–Robinson for 446 K (173 °C). The two place saturation at 5.2 bar at 176 K and 216 K. I would not design from the lower figure, and even the higher one is a model value with constant heat capacity. Below the triple-point pressure, further adiabatic cooling can produce dry ice in place of liquid.

Both equations are also mean-field descriptions. In a real fluid the dome is flatter, with \(1-T/T_c\) varying roughly as \(|\phi|^3\), while \(c_v\) diverges weakly, roughly as \(|1-T/T_c|^{-0.11}\). Since \(dT/dv=-T(\partial P/\partial T)_v/c_v\) on an isentrope, the critical isentrope falls roughly as \(\phi^{1.1}\). That is still steeper than the dome near \(\phi=0\), so the entry survives.

**Q.** I cannot heat the wafer to 170 °C. What can I do at 40 °C?

**A.** Supply heat while you vent. So far I have assumed that no heat enters, but the walls of a real chamber are warm. Let them stay at \(T_w\) with thermal conductance \(G\) to the fluid, and let \(N\) decay as \(e^{-\theta/\tau}\) in time \(\theta\). The balance becomes \(NT\,ds=G(T_w-T)\,d\theta\), and since \(dv/d\theta=v/\tau\),

\[
G(T_w-T)=NR\Big[c\frac{dT}{d\theta}+\frac{T}{\tau}\frac{v}{v-b}\Big].
\]

Take a one-litre chamber with 0.06 m² of wall and a rough coefficient of 100 W/(m² K), so \(G=6\) W/K. At \(v_c\) it holds \(1000/(3\times42.7)=7.8\) mol, and \(v/(v-b)=3/2\). The fluid may be at most 9.15 K colder than the wall there. Dropping the \(dT/d\theta\) term,

\[
\tau\approx\frac{7.8\times8.314\times304\times1.5}{6\times9.15}\approx540\ \text{s}.
\]

Solving the full balance along the whole path gives a shortest liquid-free e-folding time of 623 s from 100 bar, or about 41 minutes down to 5.2 bar. From 80 bar, with the same wall, it gives 72 s and about 4 minutes. That start is already past the top of the dome, so the estimate at \(v_c\) does not apply to it.

These are van der Waals times, and they are probably too short for real CO2. With the same wall, Peng–Robinson asks for e-folding times of about 1040 s from 100 bar and 150 s from 80 bar. The heat demand is proportional to \(T(\partial P/\partial T)_v\), and at the critical point this is \(6.7P_c\) for Peng–Robinson against \(4P_c\) for van der Waals. That factor of 1.7 matches the 100 bar times, whose limiting point lies near the top of the dome. The 80 bar path is limited further down the vapour side, and its ratio is about 2. The times scale as \(1/G\) for a given chamber and start. They assume a uniform fluid, a constant heat-transfer coefficient and walls that do not cool. A cold spot or a layer of residual solvent would need its own check. The times also refer to the bulk dome. In a wetting 20 nm gap, vapour condenses slightly before bulk saturation: with Peng–Robinson and the surface-tension law above, about 0.3 K earlier near 60 bar and 0.7 K earlier near 20 bar.

**Q.** So 40 °C on the display before the vent tells me little.

**A.** It tells you that the process begins without a meniscus. To keep it so, the coldest fluid near the wafer must stay outside the two-phase region at every pressure on the way down, with a margin for condensation in the narrow gaps. Holding it above \(T_c\) throughout the vent is sufficient for pure CO2.

## Computed results

```
inputs: Tc = 304 K, Pc = 74 bar, c_v/R = 3.5
vdW b = 42.70 cm3/mol, a = 3.642 bar L2/mol2
threshold c* = 4.958 (at T = 220 K)
near-critical slope k = 0.4286
eps 0.010, phi0 +0.0050: entry phi law +0.02833, exact +0.02930
eps 0.001, phi0 +0.0005: entry phi law +0.00283, exact +0.00284
eps 0.010, phi0 -0.0500: entry phi law -0.02667, exact -0.02769
eps 0.001, phi0 -0.0050: entry phi law -0.00267, exact -0.00268
START 313.15 K, 100 bar: v/vc = 0.706, (s-sc)/R = -0.477
  entry on liquid side: 298.0 K, 68.3 bar, v/vc = 0.777
  at 50 bar: 276.4 K, liquid 62.3 mol%, 31.4 vol%
  at 20 bar: 225.9 K, liquid 43.4 mol%, 6.0 vol%
  uniform fluid reaches spinodal at 292.2 K, 59.6 bar
  entry with c_v/R = 3.0: 297.4 K, 67.8 bar
  Peng-Robinson entry, liquid side: 302.3 K, 71.3 bar
  heated wall: 11.05 mol, shortest e-fold time 623 s, vent to 5.2 bar 41 min
START 313.15 K, 80 bar: v/vc = 1.227, (s-sc)/R = +0.397
  entry on vapour side: 297.1 K, 67.5 bar, v/vc = 1.407
  at 50 bar: 276.4 K, liquid 16.4 mol%, 5.2 vol%
  at 20 bar: 225.9 K, liquid 19.1 mol%, 1.9 vol%
  spinodal not reached; uncondensed gas at 30 bar: 226.5 K, P/Psat = 1.48
  entry with c_v/R = 3.0: 298.1 K, 68.4 bar
  Peng-Robinson entry, vapour side: 298.2 K, 65.0 bar
  heated wall: 6.36 mol, shortest e-fold time 72 s, vent to 5.2 bar 4 min
chamber 1 L, wall 0.06 m2, 100 W/(m2 K)
liquid-free adiabatic vent, 100 to 5.2 bar, needs start at:
  vdW 375 K = 102 C, (s-sc)/R = 1.481, arrives at 176 K
  Peng-Robinson 446 K = 173 C, arrives at 216 K
gap 20 nm; CO2 surface tension rough law: 80 mN/m * (1-T/Tc)^1.26
  CO2 at 50 bar, 287.1 K (Peng-Robinson): 2.1 mN/m, capillary 2.1 bar
  CO2 at 20 bar, 253.6 K (Peng-Robinson): 8.3 mN/m, capillary 8.3 bar
  water, rough 72 mN/m: capillary 72 bar
```
